**Neumann's fluctuation formula and the cost of each boundary permittivity**

For rigid polar molecules in a periodic cell, the program tests $(\varepsilon-1)(2\varepsilon'+1)/(2\varepsilon'+\varepsilon)=\operatorname{var}(M)/(3\varepsilon_0VkT)$, where $\varepsilon$ is the permittivity of the fluid, $\varepsilon'$ that of the surrounding medium, $M$ the cell dipole, $V$ the cell volume and $T$ the temperature. It asserts that the field in a polarized sphere agrees with a finite-volume solution, and that spherical and tin-foil lattice sums differ by the expected boundary term. Monte Carlo runs of 64 lattice dipoles must give the same $\varepsilon$ for three boundaries within 8 %, and for an applied field within 6 %; the output shows values from 4.27 to 4.36. The vacuum and tin-foil results must differ by less in the 64-site cell than in the 8-site cell, and the output gives 1.4 % and 4.6 %. With $F=(2\varepsilon'+\varepsilon)/(2\varepsilon'+1)$, random sampling must reproduce a squared relative error of $\varepsilon-1$ that grows as $F^2$ for independent snapshots and as $F$ for runs of fixed length. For $\varepsilon=50$ and a Debye time of 10 ps, a 1 % error of $\varepsilon-1$ needs about 67 ns with tin foil, 99 ns with a matched medium and 1160 ns with vacuum.

## Check in Python

```python
# Result under test (SI): for rigid polar molecules in a periodic cell,
#   (eps-1)(2 eps_b+1)/(2 eps_b+eps) = A,   A = var(M)/(3 eps0 V k T),
# eps   : relative permittivity of the fluid
# eps_b : relative permittivity of the medium around the sphere of replicas
# M, V  : total cell dipole and cell volume;  s = 2 eps_b + 1
# F     : (2 eps_b+eps)/(2 eps_b+1), relative-error amplification of eps-1
# Also tested: error laws for independent snapshots and for a run of given
# length, when the dipole relaxes with Debye time tau_D under tin foil.
import numpy as np
from scipy.constants import epsilon_0, k as k_B
from scipy.linalg import solve_banded
from scipy.signal import lfilter
from scipy.special import erfc

rng = np.random.default_rng(12345)
INF = float("inf")


def inverse_s(eps_b):
    return 1.0 / (2.0 * eps_b + 1.0)


def eps_from_A(A, eps_b):
    return 1.0 + A / (1.0 - A * inverse_s(eps_b))


def A_from_eps(eps, eps_b):
    return (eps - 1.0) / (1.0 + (eps - 1.0) * inverse_s(eps_b))


def amplification(eps, eps_b):
    return 1.0 + (eps - 1.0) * inverse_s(eps_b)


# ---- Field inside a uniformly polarized sphere: finite-volume solution ----
def inner_field(eps_b, applied, polarization):
    """Potential f(r) cos(theta), sphere radius 1, eps0 = 1."""
    h = 0.01
    t = h * np.arange(-500, 401)
    r = np.exp(t)
    face = np.exp(t[:-1] + h / 2)
    eps_face = np.where(t[:-1] + h / 2 < 0, 1.0, eps_b)
    cond = eps_face * face**2 / np.diff(r)
    n = len(r)
    band = np.zeros((3, n))
    rhs = np.zeros(n)
    absorb = 2 * (eps_face[:-1] * (r[1:-1] - face[:-1])
                  + eps_face[1:] * (face[1:] - r[1:-1]))
    band[1, 1:-1] = -cond[1:] - cond[:-1] - absorb
    band[0, 2:] = cond[1:]
    band[2, :-2] = cond[:-1]
    band[1, 0] = band[1, -1] = 1.0
    rhs[500] = -polarization          # bound surface charge at r = 1
    rhs[-1] = -applied * r[-1]
    f = solve_banded((1, 1), band, rhs)
    return -f[430] / r[430]


print("Inner field of a sphere, medium permittivity 5:")
for eps_b in (1.0, 5.0, 40.0):
    cavity = inner_field(eps_b, 1.0, 0.0)
    depol = inner_field(eps_b, 0.0, 1.0)
    assert abs(cavity / (3 * eps_b / (2 * eps_b + 1)) - 1) < 1e-3
    assert abs(depol * (2 * eps_b + 1) + 1) < 1e-3
    if eps_b == 5.0:
        print(f"  numerical G/E0 = {cavity:.4f} (dimensionless)")
        print(f"  numerical eps0*E/P = {depol:.5f} (dimensionless)")


# ---- Periodic dipole tensor, cell edge 1, units 1/(4 pi eps0) ----
def integer_grid(m):
    g = np.arange(-m, m + 1)
    return np.array(np.meshgrid(g, g, g)).reshape(3, -1).T.astype(float)


REAL_GRID = integer_grid(2)
K_GRID = 2 * np.pi * integer_grid(6)
K_GRID = K_GRID[(K_GRID**2).sum(1) > 0]


def tinfoil_tensor(d):
    """Pair energy is mu1.T.mu2; the k = 0 term is left out."""
    al = 3.0
    v = REAL_GRID + d
    r2 = (v**2).sum(1)
    v, r2 = v[r2 > 1e-12], r2[r2 > 1e-12]
    r = np.sqrt(r2)
    gauss = 2 * al / np.sqrt(np.pi) * np.exp(-al**2 * r2) / r2
    B = erfc(al * r) / r**3 + gauss
    C = 3 * erfc(al * r) / r**5 + gauss * (2 * al**2 + 3 / r2)
    T = B.sum() * np.eye(3) - (v * C[:, None]).T @ v
    k2 = (K_GRID**2).sum(1)
    w = 4 * np.pi * np.exp(-k2 / (4 * al**2)) / k2 * np.cos(K_GRID @ d)
    T += (K_GRID * w[:, None]).T @ K_GRID
    if np.allclose(d, 0):
        T -= 4 * al**3 / (3 * np.sqrt(np.pi)) * np.eye(3)
    return T


def spherical_tensor(d):
    """Direct sum over a large sphere of replicas with a smoothed rim."""
    n = integer_grid(22)
    w = 0.5 * erfc((np.sqrt((n**2).sum(1)) - 12.0) / 2.5)
    v = n + d
    r2 = (v**2).sum(1)
    keep = r2 > 1e-12
    v, r2, w = v[keep], r2[keep], w[keep]
    return ((w / r2**1.5).sum() * np.eye(3)
            - 3 * (v * (w / r2**2.5)[:, None]).T @ v)


worst = 0.0
for d in ([0, 0, 0], [0.21, 0.37, 0.11], [0.45, 0.08, 0.3]):
    d = np.array(d, float)
    gap = spherical_tensor(d) - tinfoil_tensor(d)
    worst = max(worst, np.abs(gap - 4 * np.pi / 3 * np.eye(3)).max())
assert worst < 1e-6
print("Spherical minus tin-foil dipole tensor, cell edge 1:")
print(f"  diagonal element = {gap[0, 0]:.6f} (units of 1/(4 pi eps0 V))")
print(f"  largest deviation from 4 pi/3 = {worst:.1e} (same unit)")

# ---- Heat-bath Monte Carlo of rigid dipoles on a cubic lattice ----
COUPLING = 0.5       # mu^2/(4 pi eps0 a^3 k T), a = lattice spacing
REPLICAS = 250


def lattice_matrix(L):
    g = np.arange(L)
    sites = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
    table = np.array([tinfoil_tensor(p / L) for p in sites]) / L**3
    diff = (sites[:, None] - sites[None]) % L
    return table[(diff[..., 0] * L + diff[..., 1]) * L + diff[..., 2]]


def run_lattice(tensors, eps_b, sweeps, burn, field=0.0):
    """Cell dipole in units of mu, shape (sweeps, replicas, 3).
    field = mu G/(k T) along z."""
    N = len(tensors)
    J = tensors + 4 * np.pi * inverse_s(eps_b) / N * np.eye(3)
    J[np.arange(N), np.arange(N)] = 0.0   # isotropic self term is constant
    cols = [np.ascontiguousarray(-COUPLING * J[i].reshape(3 * N, 3))
            for i in range(N)]
    S = rng.standard_normal((REPLICAS, N, 3))
    S /= np.linalg.norm(S, axis=2, keepdims=True)
    S = S.reshape(REPLICAS, 3 * N)
    push = np.array([0.0, 0.0, field])
    out = []
    for sweep in range(burn + sweeps):
        noise = rng.standard_normal((N, REPLICAS, 3))
        xi = rng.random((N, REPLICAS))
        for i in range(N):
            b = S @ cols[i] + push
            size = np.sqrt(np.einsum("ij,ij->i", b, b)) + 1e-12
            b /= size[:, None]
            c = 1 + np.log(xi[i] + (1 - xi[i]) * np.exp(-2 * size)) / size
            c = np.clip(c, -1.0, 1.0)
            g = noise[i]
            g = g - np.einsum("ij,ij->i", g, b)[:, None] * b
            scale = np.sqrt((1 - c * c) / np.einsum("ij,ij->i", g, g))
            S[:, 3 * i:3 * i + 3] = c[:, None] * b + scale[:, None] * g
        if sweep >= burn:
            out.append(S.reshape(REPLICAS, N, 3).sum(1))
    return np.array(out)


def analyse(M, N, eps_b):
    """A, eps, standard error of eps, one-sweep correlation of M."""
    per_replica = 4 * np.pi * COUPLING * (M**2).sum(2).mean(0) / (3 * N)
    A = per_replica.mean()     # zero-field mean dipole vanishes by symmetry
    dA = per_replica.std(ddof=1) / np.sqrt(REPLICAS)
    step = 1e-5
    slope = (eps_from_A(A + step, eps_b)
             - eps_from_A(A - step, eps_b)) / (2 * step)
    lag = (M[1:] * M[:-1]).mean() / (M**2).mean()
    return A, eps_from_A(A, eps_b), slope * dA, lag


print(f"Lattice dipoles, coupling {COUPLING} (dimensionless), 64 sites:")
big = lattice_matrix(4)
res = {}
for name, eps_b in (("tin foil", INF), ("eps'=4", 4.0), ("vacuum", 1.0)):
    res[name] = analyse(run_lattice(big, eps_b, 120, 15), 64, eps_b)
    A, e, err, lag = res[name]
    print(f"  {name}: A = {A:.3f}, eps = {e:.3f} +/- {err:.3f},"
          f" one-sweep correlation = {lag:.3f}")
field = 0.2
M_field = run_lattice(big, INF, 120, 15, field)
eps_field = 1 + 4 * np.pi * COUPLING * M_field[..., 2].mean() / (64 * field)
print(f"  applied field, tin foil: eps = {eps_field:.3f}")
eps_tin = res["tin foil"][1]
# Tolerances cover sampling noise, finite field and the 64-site cell.
assert abs(eps_field / eps_tin - 1) < 0.06
assert abs(res["eps'=4"][1] / eps_tin - 1) < 0.08
assert abs(res["vacuum"][1] / eps_tin - 1) < 0.08
assert res["vacuum"][2] > res["tin foil"][2]
assert res["vacuum"][3] < res["tin foil"][3]

small = lattice_matrix(2)
e_small = [analyse(run_lattice(small, b, 500, 20), 8, b)[1]
           for b in (INF, 1.0)]
mismatch_small = abs(e_small[1] / e_small[0] - 1)
mismatch_big = abs(res["vacuum"][1] / eps_tin - 1)
assert mismatch_big < mismatch_small
print(f"  8 sites: eps = {e_small[0]:.3f} (tin foil),"
      f" {e_small[1]:.3f} (vacuum)")
print(f"  vacuum/tin-foil mismatch: 8 sites {100*mismatch_small:.1f} %,"
      f" 64 sites {100*mismatch_big:.1f} %")

# ---- Efficiency laws, tested by sampling at eps = 20 ----
eps_test, snapshots, run_length, dt = 20.0, 20000, 1000.0, 0.04
print(f"Error of eps-1 at eps = {eps_test:.0f}: {snapshots} snapshots,"
      f" or a run of {run_length:.0f} tau_D:")
for name, eps_b in (("tin foil", INF), ("matched", eps_test),
                    ("vacuum", 1.0)):
    s_inv = inverse_s(eps_b)
    F = amplification(eps_test, eps_b)
    # Gaussian weight of tin foil times the boundary factor
    variance = 1.0 / (1.0 / (eps_test - 1) + s_inv)
    A_draw = variance * rng.chisquare(3 * snapshots, 20000) / (3 * snapshots)
    snap = np.std((eps_from_A(A_draw, eps_b) - 1) / (eps_test - 1))
    snap_law = F * np.sqrt(2 / (3 * snapshots))
    assert abs(snap / snap_law - 1) < 0.05
    # Debye response to G: one pole, relaxation time tau_D/F
    omega = np.array([0.3, 2.0, 15.0])
    chi = (eps_test - 1) / (1 - 1j * omega)
    response = chi / (1 + chi * s_inv)
    tau_pole = (response.imag / response.real) / omega
    assert np.allclose(tau_pole, 1 / F, rtol=1e-10)
    # Overdamped motion with boundary-independent mobility
    rate = (eps_test - 1) / variance
    decay = np.exp(-dt * rate)
    A_run = np.zeros(300)
    for component in range(3):
        kick = rng.standard_normal((300, int(run_length / dt)))
        kick *= np.sqrt(variance * (1 - decay**2))
        kick[:, 0] /= np.sqrt(1 - decay**2)
        path = lfilter([1.0], [1.0, -decay], kick, axis=1)
        A_run += (path**2).mean(1) / 3
    timed = np.std((eps_from_A(A_run, eps_b) - 1) / (eps_test - 1), ddof=1)
    timed_law = np.sqrt(2 * F / (3 * run_length))
    # 300 runs determine a standard deviation to about 4 percent
    assert abs(timed / timed_law - 1) < 0.18
    print(f"  {name}: snapshots {100*snap:.2f} % (law {100*snap_law:.2f} %),"
          f" run {100*timed:.2f} % (law {100*timed_law:.2f} %)")

# ---- Worked example with round model parameters ----
eps, edge, temperature, tau_D, target = 50.0, 3e-9, 300.0, 10e-12, 0.01
volume = edge**3
unit = 3 * epsilon_0 * volume * k_B * temperature
print(f"Example: eps = {eps:.0f}, edge = {edge*1e9:.0f} nm,"
      f" T = {temperature:.0f} K, tau_D = {tau_D*1e12:.0f} ps")
print(f"  volume = {volume:.3e} m^3, kT = {k_B*temperature:.4e} J")
print(f"  3 eps0 V kT = {unit:.4e} C^2 m^2")
print(f"  target relative error of eps-1 = {100*target:.0f} %")
for name, eps_b in (("tin foil", INF), ("matched", eps), ("vacuum", 1.0)):
    A = A_from_eps(eps, eps_b)
    F = amplification(eps, eps_b)
    needed = 2 * F * tau_D / (3 * target**2)
    count = 2 * F**2 / (3 * target**2)
    shifted = eps_from_A(1.01 * A, eps_b)
    assert abs(eps_from_A(A, eps_b) - eps) < 1e-9
    print(f"  {name}: A = {A:.4f}, var(M) = {A*unit:.4e} C^2 m^2,"
          f" rms M = {np.sqrt(A*unit):.3e} C m")
    print(f"    F = {F:.4f}, tau_M = {tau_D/F*1e12:.3f} ps,"
          f" run = {needed*1e9:.1f} ns, snapshots = {count:.0f}")
    print(f"    eps from a variance 1 % too high = {shifted:.2f}")

print("OK")
```

It prints:

```
Inner field of a sphere, medium permittivity 5:
  numerical G/E0 = 1.3637 (dimensionless)
  numerical eps0*E/P = -0.09091 (dimensionless)
Spherical minus tin-foil dipole tensor, cell edge 1:
  diagonal element = 4.188790 (units of 1/(4 pi eps0 V))
  largest deviation from 4 pi/3 = 8.5e-10 (same unit)
Lattice dipoles, coupling 0.5 (dimensionless), 64 sites:
  tin foil: A = 3.297, eps = 4.297 +/- 0.018, one-sweep correlation = 0.423
  eps'=4: A = 2.417, eps = 4.305 +/- 0.022, one-sweep correlation = 0.291
  vacuum: A = 1.585, eps = 4.359 +/- 0.033, one-sweep correlation = 0.085
  applied field, tin foil: eps = 4.273
  8 sites: eps = 3.696 (tin foil), 3.866 (vacuum)
  vacuum/tin-foil mismatch: 8 sites 4.6 %, 64 sites 1.4 %
Error of eps-1 at eps = 20: 20000 snapshots, or a run of 1000 tau_D:
  tin foil: snapshots 0.58 % (law 0.58 %), run 2.36 % (law 2.58 %)
  matched: snapshots 0.85 % (law 0.84 %), run 3.11 % (law 3.12 %)
  vacuum: snapshots 4.25 % (law 4.23 %), run 7.25 % (law 6.99 %)
Example: eps = 50, edge = 3 nm, T = 300 K, tau_D = 10 ps
  volume = 2.700e-26 m^3, kT = 4.1419e-21 J
  3 eps0 V kT = 2.9706e-57 C^2 m^2
  target relative error of eps-1 = 1 %
  tin foil: A = 49.0000, var(M) = 1.4556e-55 C^2 m^2, rms M = 3.815e-28 C m
    F = 1.0000, tau_M = 10.000 ps, run = 66.7 ns, snapshots = 6667
    eps from a variance 1 % too high = 50.49
  matched: A = 32.9933, var(M) = 9.8009e-56 C^2 m^2, rms M = 3.131e-28 C m
    F = 1.4851, tau_M = 6.733 ps, run = 99.0 ns, snapshots = 14704
    eps from a variance 1 % too high = 50.73
  vacuum: A = 2.8269, var(M) = 8.3975e-57 C^2 m^2, rms M = 9.164e-29 C m
    F = 17.3333, tau_M = 0.577 ps, run = 1155.6 ns, snapshots = 2002963
    eps from a variance 1 % too high = 60.15
OK
```
